Gauge independence of the first-order exchange energy of the relativistic electron gas

At the order of one exchanged photon (second order in the electron–photon coupling, called first order below) the interaction energy per volume of a homogeneous electron gas is proportional to e². The combination e²kF⁴, with kF the Fermi wave number, is an energy per volume, and the one dimensionless ratio that can be formed from kF, m, ħ and c is β = ħkF/(mc); the fine-structure constant cannot enter again without raising the order in e². In Hartree units (ħ = m = e = 1, c = 137.035999177) the exchange energy per volume therefore has the form

e_x = e_NR Φ(β), e_NR = −kF⁴/(4π³), β = kF/c,

where the numerical factor is chosen so that Φ(0) = 1, as Lemma 5 confirms. Exchange is a double sum over occupied states k and p with one and the same range, so the part of the summand that is odd under k ↔ p drops out. Neither argument says that Φ is the same function in two gauges. That follows from the Dirac equation.

**Setting and assumptions**

(A1) The gas is unpolarised, fills |k| < kF in a volume V with density n = kF³/(3π²), and has a uniform neutralising background. The electron states are eigenstates u e^{ik·r}/√V, u†u = 1, of H_k = cα·k + β_D c². The Hermitian 4×4 matrices α₁, α₂, α₃, β_D are traceless, anticommute with one another and square to 1, so H_k² = E_k² = c²k² + c⁴. All negative-energy states are filled.

(A2) The coupling is H_int = −φ + α·A (charge −1, Gaussian fields). A photon mode of wave vector q has energy cq and enters the field with amplitude (2πc/(qV))^{1/2}. In Coulomb gauge there are two transverse modes per q, and the instantaneous term ½Σ_{q≠0}(4π/(Vq²))ρ_q†ρ_q. In Feynman gauge there is no instantaneous term and there are four modes per q: three spatial ones coupled to α and a scalar one, of negative norm, coupled to the unit matrix.

(A3) The exchange energy is the part of the order-e² energy that contains two occupation factors of the Fermi sphere. The part with none is the vacuum energy and is subtracted. The part with one is a sum of energy shifts of single free electrons; with a Lorentz-invariant regularisation these are mass shifts, already contained in the physical mass.

For a transition from state i (momentum k, energy ε_i) to state f (momentum p, energy ε_f), define

j⁰ = u_f†u_i, j = u_f†αu_i, q = k − p, ω = ε_i − ε_f, Q² = q² − ω²/c².

The vector j splits into j∥ = q̂·j and j⊥ = j − q̂ j∥, with |j|² = |j∥|² + |j⊥|².

**Lemma 1 (conservation).** For any two eigenstates of either sign of energy and any spins, ω j⁰ = c q·j.

Proof. The mass terms cancel in H_k − H_p = cα·q. Take this between u_f† and u_i. Since H_k u_i = ε_i u_i and, by hermiticity, u_f†H_p = ε_f u_f†, the left side is ω j⁰; the right side is c q·j. ∎

Taking the squared modulus gives the form used below:

|j∥|² = ω²|j⁰|²/(c²q²). (1)

**Lemma 2 (spacelike transfer).** For two positive-energy states with k ≠ p, E = E_k, E' = E_p,

Q² = 2(EE' − c²k·p − c⁴)/c² > 0. (2)

Proof. q² = k² + p² − 2k·p, and ω²/c² = (E² + E'² − 2EE')/c² = k² + p² + 2c² − 2EE'/c². The difference is the stated expression. Put |k| = c sinh a, |p| = c sinh b, so E = c² cosh a, E' = c² cosh b, and let μ be the cosine of the angle between k and p. Then

Q² = 2c²[cosh(a − b) − 1] + 2c² sinh a sinh b (1 − μ),

a sum of two non-negative terms that both vanish only for k = p. ∎

An electron in the gas thus cannot reach another positive-energy state by emitting a real photon, and the denominators ω − cq below are negative.

**Lemma 3 (the two energy expressions).** With the sum running over the two spins of each positive-energy state,

e_x = −½ ∫∫_{k,p<kF} d³k d³p/(2π)⁶ Σ_spins W,
W_F = 4π(|j⁰|² − |j|²)/Q²,
W_C = 4π|j⁰|²/q² − 4π|j⊥|²/Q².

Proof. H_int takes the ground state to states in which an electron has moved from an occupied state i to an empty state f and a photon q = k − p is present. The terms i = f have q = 0 and vanish, the charge being cancelled by the background and the mean current being zero. For a spatial mode of polarisation ε the squared matrix element is (2πc/(qV))|ε·j|², and second-order perturbation theory gives, with occupations θ = 0 or 1,

Σ_{i,f} θ_i(1 − θ_f)(2πc/(qV))|ε·j|²/(ω − cq).

Summing over two transverse modes replaces |ε·j|² by |j⊥|², and over three spatial modes by |j|². For the scalar mode [a, a†] = −1 and the free Hamiltonian is −cq a†a, so the state a†|0⟩ has energy +cq and norm −1. The completeness sum carries the inverse norm, and the term appears with −|j⁰|² in place of |ε·j|². In the instantaneous term, ρ_q acting on the ground state produces the same electron excitations with amplitude j⁰, so ⟨ρ_q†ρ_q⟩ = Σθ_i(1 − θ_f)|j⁰|². Hence E = (1/V)Σ_{i,f} θ_i(1 − θ_f) w with

w_F = (2πc/q)(|j|² − |j⁰|²)/(ω − cq),
w_C = 2π|j⁰|²/q² + (2πc/q)|j⊥|²/(ω − cq). (3)

An empty f has positive energy. If i has negative energy the weight is 1 − θ_f, with at most one occupation factor. If i has positive energy the weight is θ_i − θ_iθ_f. The exchange energy is therefore −(1/V)Σθ_iθ_f w over positive-energy pairs: the occupied states block virtual transitions that are open to an isolated electron.

Exchanging i and f turns each current component into its complex conjugate and sends q → −q, ω → −ω, so the numerators in (3) are symmetric. The summand may be replaced by its mean over the two orders, using

1/(ω − cq) + 1/(−ω − cq) = −2cq/(c²q² − ω²) = −2q/(cQ²).

A photon term −(2πc/q)S/(ω − cq), with S the numerator, becomes −½(2πc/q)S(−2q/(cQ²)) = +½·4πS/Q², which is −½W with W = −4πS/Q². The instantaneous term is −½·4π|j⁰|²/q². Replacing each Σ_k by V∫d³k/(2π)³ and dividing by V gives the statement. ∎

The photon thus carries, though itself off shell (Q² > 0), the difference of the two electron energies as its frequency, ω = E − E'; this is a consequence of the energy denominators and not a choice. Each energy has two parts: in Coulomb gauge L (instantaneous) and T (transverse photons), in Feynman gauge F0 (scalar photons) and Fs (spatial photons).

**Theorem.** Under (A1)–(A3), W_F = W_C for every pair k ≠ p and every spin pair. Consequently

Φ_L + Φ_T = Φ_F0 + Φ_Fs = Φ(β) = 1 − (3/2)X², X = η/β − λ/β²,

with η = √(1 + β²) and λ = arsinh β. The parts differ between the gauges: Φ_F0 > Φ_L for β > 0.

Proof. The transverse terms of W_F and W_C are identical. With 1/Q² − 1/q² = ω²/(c²q²Q²), the remainder is

W_F − W_C = 4π|j⁰|²ω²/(c²q²Q²) − 4π|j∥|²/Q² = (4π/Q²)[ω²|j⁰|²/(c²q²) − |j∥|²], (4)

which is zero by (1), and Q² ≠ 0 by Lemma 2. Near k = p the ratio ω²/(c²q²) stays below kF²c²/E_kF² < 1, because |dE/dk| = c²k/E is at most c²kF/E_kF in the sphere; both kernels then grow as 1/q² and the integrals converge. The first term of (4) is W_F0 − W_L. It is non-negative, and positive in the spin sum for |k| ≠ |p|; since e_x and e_NR are both negative for a positive kernel, Φ_F0 > Φ_L. The closed form is Lemma 5. ∎

The retardation of the scalar photon strengthens the charge exchange, and the longitudinal photon removes the same amount.

Remark 1 (before symmetrisation). From (3) and (1), |j∥|² − |j⁰|² = |j⁰|²(ω − cq)(ω + cq)/(c²q²), so

w_F − w_C = 2π|j⁰|²(ω + cq)/(cq³) − 2π|j⁰|²/q² = 2πω|j⁰|²/(cq³). (5)

A single emission process is not gauge independent. The difference is odd under i ↔ f and cancels between the two orders of a pair.

Remark 2 (terms with one occupation factor). Equation (5) holds for negative-energy states too, by Lemma 1. The coefficient of the occupation of a positive-energy state u_k collects +(5) for transitions from u_k to positive-energy states at p = k − q, and −(5) for transitions from negative-energy states at p into u_k. In the second group ω = ε − E_k, where ε is the energy of the state at p, so the minus sign restores E_k − ε. The four states v at p are complete, and

Σ_v (E_k − ε_v)|v†u_k|² = u_k†(E_k − H_{k−q})u_k = c q·(u_k†αu_k).

This is odd in q and vanishes in the angular integral at each |q|. With a cutoff that depends on |q| alone, the self-energy terms set aside in (A3) agree in the two gauges, so with this cutoff the division made there hides no gauge-dependent remainder in the density-dependent energy. Such a cutoff is not Lorentz invariant and serves here only to compare the gauges; it does not by itself reduce the self-energy terms to a mass shift.

Remark 3 (other gauges). With j^μ = (j⁰, j), q_μ = (ω/c, −q), Lemma 1 reads q_μ j^μ = 0. Writing W = j^μ* K_μν j^ν, any change K_μν → K_μν + q_μχ_ν + χ_μq_ν leaves W unchanged. The covariant gauges have χ_μ ∝ q_μ. The step from Coulomb to Feynman gauge has χ_μ = 2π(ω/c, +q)/(q²Q²): its 00 element is 4πω²/(c²q²Q²), its ij elements are −4πq_iq_j/(q²Q²), and its 0i elements cancel, which reproduces (4).

**Lemma 4 (spin sums).**

Σ|j⁰|² = [(E + E')² − c²q²]/(2EE') = 2 − c²Q²/(2EE'), (6)
Σ(|j⁰|² − |j|²) = c²(2c² − Q²)/(EE'). (7)

Proof. Because H_k² = E², the projector on the two positive-energy spinors is Λ_k = (E + H_k)/(2E). The matrix algebra gives Tr H_k = 0 and Tr H_kH_p = 4(c²k·p + c⁴), so

Σ|j⁰|² = Tr Λ_kΛ_p = 1 + (c²k·p + c⁴)/(EE').

Inserting c²k·p + c⁴ = EE' − c²Q²/2 from (2) gives the second form of (6). Inserting 2k·p = k² + p² − q² together with (E + E')² = 2c⁴ + c²(k² + p²) + 2EE' gives the first. For the spatial part, Σ_i α_iα_jα_i = α_j − 2α_j = −α_j and Σ_i α_iβ_Dα_i = −3β_D, so

Σ|j|² = Σ_i Tr Λ_kα_iΛ_pα_i = 3 − (c²k·p + 3c⁴)/(EE').

The difference is −2 + (2c²k·p + 4c⁴)/(EE'), and 2c²k·p = 2EE' − 2c⁴ − c²Q² turns it into (7). ∎

**Lemma 5 (closed forms).**

Φ = 1 − 3X²/2,
Φ_F0 = 2J₀/β⁴ − X²/4, J₀ = β⁴/4 + λ sinh 4λ/32 − (cosh 4λ − 1)/128 − λ²/16,
Φ_L = 5/6 + 1/(3β²) + 2ηλ/(3β) − 2η⁴ ln η/(3β⁴) − X²/2.

Proof. The rapidities a, b run from 0 to λ, with sinh λ = β, cosh λ = η, and k²dk/E = c sinh²a da. By Lemma 4 the spin-summed kernels are

W_F = 4π[2c⁴/Q² − c²]/(EE'),
W_F0 = 4π[2c⁴ cosh a cosh b/Q² − c²/2]/(EE'),
W_L = 4π[2c⁴(cosh a + cosh b)²/(4q²) − c²/2]/(EE').

Constant terms. ∫d³k/E = 4πc∫₀^λ sinh²a da = 2πc(βη − λ) = 2πcβ²X. A kernel −4πc²κ/(EE') contributes +½·4πc²κ·4π²c²β⁴X²/(64π⁶) = κc⁴β⁴X²/(8π³). Division by e_NR = −c⁴β⁴/(4π³) gives −κX²/2: −X²/2 for F and −X²/4 for F0 and L.

Angular integrals. For D = u − vμ, ∫_{−1}^{1}dμ/D = v⁻¹ ln[(u + v)/(u − v)]. For both Q² and q², v = 2c² sinh a sinh b. For Q², u ± v = 2c²[cosh(a ± b) − 1] = 4c² sinh²((a ± b)/2); for q², u ± v = c²(sinh a ± sinh b)². Each integral is a logarithm divided by c² sinh a sinh b, the logarithms being

ℓ(a,b) = ln|sinh((a+b)/2)/sinh((a−b)/2)|, ℓ'(a,b) = ln|(sinh a + sinh b)/(sinh a − sinh b)|.

With d³k d³p = 8π²k²p² dk dp dμ, a kernel 4π·2c⁴g(a,b)/(EE'D) contributes −½·8π²·8πc⁴J/(64π⁶) = −c⁴J/(2π³), where J = ∫∫ sinh a sinh b · g · (ℓ or ℓ') da db. Its share of Φ is 2J/β⁴. The integrand is symmetric, so dJ/dλ is twice the integral over b along the edge a = λ.

Total. The identities η − cosh b = 2 sinh((λ+b)/2) sinh((λ−b)/2) and coth x + coth y = sinh(x+y)/(sinh x sinh y) give (η − cosh b)∂ℓ/∂b = β. Integrate by parts with the antiderivative cosh b − η of sinh b. The boundary terms vanish, since ℓ = 0 at b = 0 and the antiderivative vanishes linearly at b = λ against a logarithm; the same holds in the two cases below. Then ∫₀^λ sinh b ℓ db = ∫₀^λ β db = βλ and dJ/dλ = 2β²λ. Since d(βη − λ)/dλ = η² + β² − 1 = 2β², the function β⁴ − (βη − λ)² has derivative 4β³η − 4β²(βη − λ) = 4β²λ and vanishes at λ = 0, so it equals 2J. Its share is 1 − X², and Φ = 1 − X² − X²/2.

Scalar photons. The antiderivative of sinh b cosh b is (cosh²b − η²)/2, so ∫₀^λ sinh b cosh b ℓ db = ∫₀^λ β(η + cosh b)/2 db = β(ηλ + β)/2, and dJ₀/dλ = β²η²λ + β³η. The second term integrates to β⁴/4. In the first, β²η² = (cosh 4λ − 1)/8 and ∫₀^λ t cosh 4t dt = λ sinh 4λ/4 − (cosh 4λ − 1)/16, which gives J₀.

Instantaneous term. Write x = cosh b. The antiderivative of sinh b (η + x)²/4 is [(η + x)³ − 8η³]/12 = −(η − x)[4η² + 2η(η + x) + (η + x)²]/12, and ∂ℓ'/∂b = 2βx/(β² − sinh²b) = 2βx/[(η − x)(η + x)]. The edge integral is

I = (β/6)∫₀^λ [4η² − 4η³/(η + x) + 3ηx + x²] db,

where 4η²x/(η + x) has been split into the first two terms. The function ln[cosh((λ+b)/2)/cosh((λ−b)/2)] has b-derivative β/(η + x), so ∫₀^λ db/(η + x) = ln η/β. With ∫x db = β and ∫x² db = (βη + λ)/2,

I = (β/6)[(4η² + ½)λ + 7βη/2] − (2/3)η³ ln η,
2 dJ_L/dλ = 4βI = β²(8η²/3 + 1/3)λ + (7/3)β³η − (8/3)βη³ ln η.

The function G = 5β⁴/6 + β²/3 + (2/3)ηβ³λ − (2/3)η⁴ ln η − (βη − λ)²/4 vanishes at λ = 0. In its derivative the logarithmic term is −(8/3)βη³ ln η. The terms in λ are (2/3)(β⁴ + 3β²η²) + β² = β²(8η²/3 + 1/3), using β² = η² − 1. The rest is (10/3 + 2/3 − 1)β³η + (2/3)βη(1 − η²) = (7/3)β³η. Hence G = 2J_L and Φ_L = G/β⁴ − X²/4. ∎

The theorem then supplies Φ_T = Φ − Φ_L and Φ_Fs = Φ − Φ_F0 without a separate integration of the transverse kernel.

**Limits**

Since dX/dλ = [2β⁴ − 2βη(βη − λ)]/β⁴ = 2(λη − β)/β³ and λ > tanh λ, X increases. It tends to 0 for β → 0 and to 1 for β → ∞. Φ therefore falls monotonically from 1 to −½ and has one zero, at X² = 2/3, which a numerical root search places at β = 2.53324. Beyond it the first-order exchange energy is positive.

For small β, η/β = 1/β + β/2 + … and λ/β² = 1/β − β/6 + …, so X = 2β/3 + O(β³) and Φ = 1 − (2/3)β² + O(β⁴). The shift between the gauges follows from (4). At leading order Σ|j⁰|² = 2, Q² = q² and ω = (k² − p²)/2 = q·P with P = (k + p)/2, so Φ_F0 − Φ_L is the average of (q̂·P)²/c² with weight d³k d³p/q² = 4π dq d³P. In units of kF, let z ≥ 0 be the component of P along q (z < 0 is the mirror image), ρ the transverse one, and σ = z + q/2. Both momenta lie in the sphere when ρ² < 1 − σ², with 0 < z < σ < 1. The average is

∫₀¹(1 − σ²)(σ³/3)dσ / ∫₀¹(1 − σ²)σ dσ = (1/36)/(1/4) = 1/9,

so Φ_F0 − Φ_L = β²/9 + O(β⁴). Equation (8) below gives Φ_L = 1 − β²/9. The coefficients of β² are then −1/9 for L and −5/9 for T, 0 for F0 and −2/3 for Fs.

**Where the equality fails**

Static kernels. Setting ω = 0 in the photon denominators gives W_F^s = 4π(|j⁰|² − |j|²)/q², the Coulomb plus Gaunt interaction, and W_C^s = 4π(|j⁰|² − |j⊥|²)/q², the Coulomb plus Breit interaction. The currents still obey (1) with the true ω, so W_F^s − W_C^s = −4πω²|j⁰|²/(c²q⁴), which does not vanish. At leading order it is the negative of the average just computed, −β²/9 in Φ. It is tied to Φ_L at every β:

Φ_F^s − Φ_C^s = Φ_L − 1. (8)

To prove (8), set Σ = E + E' and expand the spin-summed kernel W = W_L − (W_F^s − W_C^s) of Φ_L − (Φ_F^s − Φ_C^s) with the first form of (6):

2EE' W/(4π) = (Σ² − c²q²)(1/q² + ω²/(c²q⁴)) = (Σ² − ω²)/q² − c² + Σ²ω²/(c²q⁴).

Here Σ² − ω² = 4EE'. Further Σω = E² − E'² = c²(k² − p²), and ∫dμ/q⁴ = [1/(k − p)² − 1/(k + p)²]/(2kp) = 2/(k² − p²)², with k, p the moduli. The last term integrates over μ to 2c² and cancels the −2c² of the constant. After division by 2EE' the kernel is 4π·2/q², independent of c. Its Φ is thus independent of β and equals the β → 0 limit of W_F, for which Φ = 1.

Momentum-dependent mass. If the spinors come from H_k = cα·k + β_D M(k)c², as a model of a nonlocal scalar self-energy, the proof of Lemma 1 gives ωj⁰ − cq·j = [M(k) − M(p)]c² u_f†β_D u_i, and the bracket in (4) need not vanish. A constant M, or a constant potential added to H_k, cancels in H_k − H_p and leaves the proof of the theorem intact; the dimensional argument then has β = kF/(Mc).

**Worked example**

One pair. Take k = 60 ẑ and p = 30 x̂ in bohr⁻¹. Then E = 20499.9924 Ha, E' = 19223.5988 Ha, ω = 1276.3936 Ha, q² = 4500, ω²/c² = 86.7561 and Q² = 4500 − 86.7561 = 4413.2439 bohr⁻². Spinors from numerical diagonalisation of H_k and H_p give Σ|j⁰|² = 1.89485010, Σ|j|² = 0.31544971, Σ|j∥|² = 0.03653105 and Σ|j⊥|² = 0.27891866. The right side of (1) is 1.89485010 × 86.7561/4500 = 0.0365311. In units of 10⁻³ Ha bohr³, W_F0 = 4π × 1.89485010/4413.2439 is 5.395439 and W_Fs = −4π × 0.31544971/4413.2439 is −0.898219, while W_L = 4π × 1.89485010/4500 is 5.291420 and W_T = −4π × 0.27891866/4413.2439 is −0.794199. Both sums, 5.395439 − 0.898219 and 5.291420 − 0.794199, round to 4.49722.

Model gas, β = 0.5. Here kF = 68.518 bohr⁻¹, n = 10864 bohr⁻³, and e_NR/n = −3kF/(4π) = −16.35747 Ha. With η = 1.1180340 and λ = 0.4812118, X = 1.1180340/0.5 − 0.4812118/0.25 = 0.311221 and Φ = 1 − 1.5 × 0.311221² = 0.85471. The four parts were obtained from the unsymmetrised forms (3), with diagonalised spinors and 20-point Gauss–Legendre quadrature in each of q, z and ρ², both signs of z being kept:

Coulomb gauge: Φ_L = 0.976056, Φ_T = −0.121344; per electron −15.96581 + 1.98487 Ha.
Feynman gauge: Φ_F0 = 1.001689, Φ_Fs = −0.146977; per electron −16.38510 + 2.40417 Ha.

Both totals are −13.98093 Ha per electron, or −380.44 eV. That Φ_F0 stays close to 1 is the absence of a β² term found above. The same quadrature for the static kernels gives Φ_F^s = 0.832654 and Φ_C^s = 0.856597, that is −13.620105 and −14.011765 Ha per electron, 0.39166 Ha apart. This equals 16.35747 − 15.96581 Ha, the content of (8). For M(k) = 1 + 0.05(k/kF)² the group velocity (c²k + c⁴M dM/dk)/E is at most c(0.5 + 1.05 × 2 × 0.05/0.5) < c, so the denominators have no zeros; a 16-point quadrature gives Φ_F = 0.887126 and Φ_C = 0.860954. For the constant M = 1.05 both gauges give 0.866655.

K shell of ruthenium in the relativistic local-density approximation. Two electrons in the unscreened point-nucleus Dirac 1s orbital with Z = 44 have the density n(r) = N r^{2γ−2} e^{−2Zr}, with γ = √(1 − Z²/c²) = 0.947051 and N = 2(2Z)^{2γ+1}/(4πΓ(2γ+1)) = 37135 from normalisation to two electrons. At r = 1/Z the density is 7503 bohr⁻³ and the local β = (3π²n)^{1/3}/c is 0.442, close to the model gas. The approximation integrates e_NR Φ(β(r)) over space; an 80-point Gauss–Legendre rule in ln r was used, with the parts of Φ from an 8-point version of the quadrature above. With Φ = 1 the result is −24.590 Ha. Coulomb gauge gives −24.047 + 2.762 = −21.285 Ha and Feynman gauge −24.640 + 3.355 = −21.285 Ha, about −579 eV. The charge part of the local functional moves by −0.593 Ha, or −16.1 eV, from one gauge to the other, so a local-density value quoted for it has a meaning only with its gauge. This shift comes from the gas, whose pairs have ω ≠ 0. The two bound 1s states are degenerate, so ω = 0 and their transition currents are divergence-free; their own charge exchange, minus the Slater integral F⁰(1s,1s), is −28.62 Ha in either gauge. The third decimal serves the arithmetic and is not an accuracy for the ion. The equality of the totals is inherited point by point from the gas; it is a property of the local functional and makes no statement about the exchange energy of the bound electrons themselves.
